\section*{Brown's ligand repulsive energy for one exponentially repelling atom pair, part 2}

Brown's ligand repulsive energy $E_R$ is an index of the crowding a ligand causes around a metal. Let $r$ be the metal-donor distance, with equilibrium value $r_e$, and $E$ the repulsive part alone of the nonbonded energy between ligand and metal fragment. The ligand moves along the bond without turning or deforming, the fragment stays fixed, and
\begin{equation}
E_R=-r_e\left.\frac{dE}{dr}\right|_{r=r_e}.
\label{eq:def}
\end{equation}
To first order, a 1\% stretch relieves $0.01E_R$. Energies are in kcal/mol and distances in \AA.

A fragment atom $i$ and a ligand atom $j$ at distance $R$ repel with
\begin{equation}
E(R)=D_0\exp\!\left[\gamma\left(1-\frac{R}{R_0}\right)\right],
\label{eq:pair}
\end{equation}
where the energy $D_0$, the length $R_0$ and the pure number $\gamma$ are positive constants of the pair. With $\mathbf u$ the unit vector from metal to donor, $\theta$ is the angle between $\mathbf u$ and the vector from fragment atom to ligand atom. For rigid motion,
\begin{equation}
\frac{dR}{dr}=\cos\theta,\qquad
\frac{dE}{dr}=-\frac{\gamma}{R_0}E\cos\theta,\qquad
E_R=\frac{\gamma r_e}{R_0}E\cos\theta .
\label{eq:recall}
\end{equation}
These slopes were checked numerically for up to 200 random bond directions and atom positions. Reflecting the ligand atom through the plane that contains the fragment atom and is perpendicular to the bond reverses the sign of $E_R$.

The example is trimethylphosphine on a chromium pentacarbonyl fragment, with idealized geometry: Cr--P $r_e=2.40$~\AA, Cr--C 1.88~\AA, C--O 1.15~\AA, P--C 1.84~\AA, Cr--P--C angle $116^\circ$, and cis carbonyls at right angles to the Cr--P bond. The main pair, whose contribution no other pair exceeds, is a methyl carbon almost directly above a cis carbonyl carbon. It has $D_0=0.100$~kcal/mol, $R_0=3.90$~\AA, $\gamma=12$, $R=3.215$~\AA, $\cos\theta=0.9975$, $E=0.824$~kcal/mol, $dE/dr=-2.53$~kcal/mol/\AA, $E_R=6.07$~kcal/mol and $E_R/E=7.37$.

\subsection{Curvature, and what a finite scan measures}

In practice the slope may come from energies at a few bond lengths. The error then depends on how the slope itself changes. During the motion the sideways distance $b=R\sin\theta$ is constant and the height difference is $z=R\cos\theta$, with $dz/dr=1$. The quotient rule gives
\begin{equation}
\frac{d^2R}{dr^2}=\frac{d}{dr}\frac{z}{R}
=\frac1R-\frac{z}{R^2}\frac{dR}{dr}
=\frac{1-\cos^2\theta}{R}=\frac{\sin^2\theta}{R}.
\end{equation}
Differentiating the slope $-(\gamma/R_0)E\,(dR/dr)$ by the product rule,
\begin{align}
\frac{d^2E}{dr^2}
&=-\frac{\gamma}{R_0}\left[\frac{dE}{dr}\cos\theta
+E\frac{d^2R}{dr^2}\right]\nonumber\\
&=E\left[\left(\frac{\gamma}{R_0}\right)^2\cos^2\theta
-\frac{\gamma}{R_0}\frac{\sin^2\theta}{R}\right].
\label{eq:curv}
\end{align}
The first term is the curvature of the exponential. The second comes from the swing of the contact line. For a head-on pair the second vanishes. For a side-by-side pair the first vanishes and the curvature is negative, as it must be where the repulsion passes through its maximum along the path. The random geometries of the first half also tested this formula; numerical second derivatives agreed to within $10^{-6}$ of $(\gamma/R_0)^2E$.

For the main pair the curvature is 7.76~kcal/mol/\AA$^2$. A 1\% stretch is $\delta=0.024$~\AA, and the Taylor series to second order gives
\begin{equation}
E(r_e)-E(r_e+\delta)\approx
2.529\,\delta-\tfrac12(7.76)\delta^2
=0.0607-0.0022=0.0585~\text{kcal/mol}.
\end{equation}
The directly calculated drop is also 0.0585~kcal/mol. The first-order reading of $E_R$ is thus about 4\% too high for a stretch of this size.

Now take the slope from the two energies at $r_e\pm h$ with $h=0.1$~\AA. For a nearly head-on pair, treat $\cos\theta$ as constant, so that $E\propto e^{-\kappa r}$ with $\kappa=\gamma\cos\theta/R_0=3.07$~\AA$^{-1}$. The ratio of chord to tangent slope is then
\begin{equation}
\frac{e^{\kappa h}-e^{-\kappa h}}{2\kappa h}
=\frac{\sinh\kappa h}{\kappa h}\approx1+\frac{(\kappa h)^2}{6}=1.016 .
\end{equation}
The calculated chord gives 6.17~kcal/mol instead of 6.07~kcal/mol, the same 1.6\% excess. Halving $h$ reduces this leading error fourfold.

The result also depends on the bond length supplied. Allowing $r_e$ in the prefactor to change as well,
\begin{equation}
\frac{dE_R}{dr}=-\frac{dE}{dr}-r\frac{d^2E}{dr^2}
=2.53-2.40(7.76)=-16.1~\text{kcal/mol/\AA}.
\end{equation}
An error of 0.01~\AA\ in the Cr--P distance shifts the main pair by 0.16~kcal/mol, or 2.7\%.

\subsection{Adding the other pairs}

Differentiation is linear, and all ligand atoms share the displacement $dr\,\mathbf u$. Hence
\begin{equation}
E_R=r_e\sum_{i,j}\frac{\gamma}{R_{0,ij}}E_{ij}\cos\theta_{ij}.
\label{eq:sum}
\end{equation}
Each pair keeps its own cosine.

The example uses $\gamma=12$ throughout and these round atomic parameters, given as $R_0$ in \AA\ and $D_0$ in kcal/mol: H 3.20 and 0.015; C 3.90 and 0.100; O 3.40 and 0.100; P 4.15 and 0.320. A mixed pair takes the arithmetic mean of the two $R_0$ and the geometric mean of the two $D_0$. Pairs one or two bonds apart are omitted, which removes phosphorus with carbonyl carbon, and the metal carries no repulsive site. The C--H distance is 1.09~\AA, with tetrahedral methyl groups staggered about the P--C bonds.

The sum is 36.8~kcal/mol, or 154~kJ/mol. Numerical displacement of the whole ligand agrees to within a relative $10^{-7}$. The main pair supplies 16\% of the total. The corresponding repulsion energy is 5.26~kcal/mol, so $E_R/E=7.0$, close to the ratio for the main pair alone.

\subsection{Turning the ligand about the bond}

The azimuth was chosen from a grid between $0^\circ$ and $15^\circ$ in steps of $2.5^\circ$. The lowest repulsion fell at $0^\circ$, with one methyl carbon above a carbonyl. Across the grid the total $E_R$ changed by only 0.002~kcal/mol.

Symmetry explains why so little is left. For one kind of ligand atom and one kind of cis carbonyl atom, the contribution depends on their relative azimuth and can be written as a Fourier series $f(\phi)=\sum_n f_ne^{in\phi}$. Three equivalent arms and four equivalent carbonyls give
\begin{equation}
\sum_{p=0}^{2}\sum_{q=0}^{3}
f\!\left(\phi+\frac{2\pi p}{3}-\frac{2\pi q}{4}\right)
=\sum_n f_ne^{in\phi}
\sum_{p=0}^{2}e^{2\pi inp/3}\sum_{q=0}^{3}e^{-2\pi inq/4}.
\end{equation}
The sum over $p$ is a geometric series that vanishes unless $n$ is a multiple of 3. The sum over $q$ vanishes unless $n$ is a multiple of 4. Only multiples of 12 survive. The trans carbonyl lies on the axis and adds no angular dependence. The period is therefore $30^\circ$, and the mirror symmetry of both pieces makes the grid up to $15^\circ$ sufficient. The calculation shows that the surviving harmonics are small here. The cancellation found here rests on the threefold symmetry of the ligand and the four equivalent carbonyls; a ligand with unequal arms does not in general have it.

\subsection{The attraction left out}

Equation \eqref{eq:pair} can be the repulsive part of an exponential-six potential. With well depth $D_0$ at $R_0$ and $\gamma=12$, that potential is
\begin{equation}
V=D_0\left\{\exp\!\left[12\left(1-\frac{R}{R_0}\right)\right]
-2\left(\frac{R_0}{R}\right)^6\right\}.
\end{equation}
At $R=R_0$ the bracket is $1-2=-1$. The slope there is $D_0(-12+12)/R_0=0$, so the two parts exert equal and opposite forces. Differentiating the attractive part as before, its contribution to $-r_e\,dV/dr$ is
\begin{equation}
-\frac{12r_eD_0}{R}\left(\frac{R_0}{R}\right)^6\cos\theta .
\end{equation}
For the main pair this is $-2.85$~kcal/mol, against $+6.07$~kcal/mol from repulsion. Over all pairs it is $-27.1$~kcal/mol, leaving 9.7~kcal/mol of the original 36.8. An index computed from the full nonbonded energy is thus a different quantity, about a quarter as large in this example. The two must not be mixed in one comparison.

\subsection{What happens if the molecule bends}

Rigid motion is part of the definition, but a scan that reoptimizes the structure at each bond length does something else. Let $x$ be one bending coordinate and $S(x)$ its strain energy. For fixed $r$ the coordinate settles where
\begin{equation}
E_x+S_x=0 ,
\label{eq:balance}
\end{equation}
subscripts denoting partial derivatives. Along the relaxed path $x(r)$, the sum of repulsion and strain changes by
\begin{equation}
\frac{d(E+S)}{dr}=E_r+(E_x+S_x)\frac{dx}{dr}=E_r .
\label{eq:envelope}
\end{equation}
The sum has the rigid slope at the reference structure. This is the envelope theorem. The repulsion alone does not:
\begin{equation}
\frac{dE}{dr}=E_r+E_x\frac{dx}{dr}.
\end{equation}
To find $dx/dr$, differentiate the balance \eqref{eq:balance} with respect to $r$:
\begin{equation}
E_{xr}+(E_{xx}+S_{xx})\frac{dx}{dr}=0 .
\end{equation}
Solving for $dx/dr$ and multiplying the repulsive slope by $-r_e$,
\begin{equation}
E_R^{\rm relaxed}=E_R+r_e\frac{E_xE_{xr}}{E_{xx}+S_{xx}} .
\label{eq:relaxed}
\end{equation}
The denominator is positive at a stable minimum. Let $x$ increase as the groups bend apart. That lowers the repulsion, so $E_x<0$. If this push weakens as the ligand recedes, $E_{xr}>0$ and the correction is negative: the groups fold back and restore part of the repulsion. For infinite stiffness the correction vanishes and the rigid result returns.

Two such motions were followed separately, with strain chosen so that the reference geometry is the equilibrium at $r_e$. Letting the three phosphine arms bend together, with a round constant of 100~kcal/mol/rad$^2$ each, lowers the repulsive index from 36.8 to 25.8~kcal/mol, by 30\%. Letting the four cis carbonyls tilt together, with 50~kcal/mol/rad$^2$ each, lowers it to 18.9~kcal/mol, by 49\%. In both cases the slope of repulsion plus strain, times $-r_e$, stayed at the rigid value to within a relative $10^{-5}$. For the carbonyls, the missing 17.9~kcal/mol is therefore strain released per fractional stretch. The two reductions should not be added, because the motions are coupled when both are free: the index is then 15.6~kcal/mol, whereas adding the reductions would give about 8. The percentages depend on the assumed stiffness. The carbonyl reduction is 64\% for a constant of 25 and 33\% for 100~kcal/mol/rad$^2$. They also depend on leaving the attraction out of the balance \eqref{eq:balance}. With the attractive term included there, as it would be in a full force-field scan, the reductions are 21\% for the arms and 37\% for the carbonyls.

\subsection{Vibration of the metal-phosphorus bond}

Treat the ligand and the fragment as two rigid masses joined by a harmonic bond of force constant $k$, with reduced mass $\mu$ and $\omega=\sqrt{k/\mu}$. Level $n$ has mean square displacement $(n+\frac12)\hbar/(\mu\omega)$. Thermal averaging replaces $n+\frac12$ by $\frac12\coth(\hbar\omega/2k_BT)$, so
\begin{equation}
\sigma^2=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
At high temperature $\coth y\to1/y$ and $\sigma^2\to k_BT/k$. For $k=150$~N/m and 350~K this limit gives $\sigma=0.057$~\AA; the full expression gives 0.059~\AA.

Averaging $-r\,dE/dr$ over this distribution, with $r$ the instantaneous bond length, gives 37.2~kcal/mol, a rise of 1\%. The standard deviation is 5.5~kcal/mol, or 15\% of the static value. In this harmonic model vibration hardly moves the mean, although the instantaneous repulsive force varies appreciably. A real bond is anharmonic and is usually slightly longer on average than at its energy minimum. Since the total index falls by about 0.9~kcal/mol for each 0.01~\AA\ of stretch, this lengthening can cancel or reverse the small rise.

\subsection{How the model stands beside a real complex}

The bond lengths, angle and stretching constant are rough typical values for a phosphine-substituted chromium carbonyl, and 350~K stands for a warmed precursor source. The geometry is not optimized: all carbonyls are equal and at right angles, whereas a real complex distinguishes cis from trans and bends under crowding. The error that this idealized geometry causes in the rigid index was not calculated, but the index is sensitive to geometry. A fixed tilt of the four cis carbonyls by $2^\circ$ away from the ligand lowers it from 36.8 to 29.7~kcal/mol, and Cr--P--C angles of $114^\circ$ and $118^\circ$ give 44.3 and 30.8~kcal/mol. The 49\% found above measures something else: the change in the index when the carbonyls may tilt during the stretch, starting from the same reference geometry. The sensitivity to a force-field parameter follows in closed form. Taking the logarithm of the pair formula and differentiating at fixed geometry,
\begin{equation}
\frac{\partial\ln E_R}{\partial\ln R_0}=\frac{\gamma R}{R_0}-1=8.9
\end{equation}
for the main pair, so a 1\% change in $R_0$ moves its contribution by about 9\%. The total of 37~kcal/mol is a model index with no directly measured counterpart. It contains no change in metal-ligand bonding and cannot by itself predict a dissociation rate or a decomposition temperature. A comparison between ligands requires the same fragment, parameters, treatment of attraction and rigid displacement for all of them. Even then a difference need not be purely steric, because $r_e$ also depends on the electronic bonding between metal and donor. For the same trimethylphosphine, shortening the Cr--P distance from 2.40 to 2.35~\AA\ raises the index from 36.8 to 41.7~kcal/mol. For ligands with the same donor atom, a comparison at a common metal-donor distance removes this direct effect of bond length. The main values for the example are in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
Cr-P bond length r_e: 2.40 angstrom
Cr-C bond length: 1.88 angstrom
C-O bond length: 1.15 angstrom
P-C bond length: 1.84 angstrom
C-H bond length: 1.09 angstrom
Cr-P-C angle: 116.0 degree
H atom: R0 = 3.20 angstrom, D0 = 0.015 kcal/mol
C atom: R0 = 3.90 angstrom, D0 = 0.100 kcal/mol
O atom: R0 = 3.40 angstrom, D0 = 0.100 kcal/mol
P atom: R0 = 4.15 angstrom, D0 = 0.320 kcal/mol
Chosen ligand azimuth: 0.0 degree
Main pair: methyl C ... cis carbonyl C
Main pair vector x, y, z: [-0.2262  0.      3.2066] angstrom
Main pair gamma: 12.0 (dimensionless)
Main pair R0: 3.9000 angstrom
Main pair D0: 0.1000 kcal/mol
Main pair distance R: 3.2146 angstrom
Main pair cosine: 0.9975
Main pair repulsion E: 0.8240 kcal/mol
Main pair slope dE/dr: -2.5291 kcal/mol/angstrom
Main pair E_R from formula: 6.0699 kcal/mol
Main pair E_R from displacement: 6.0699 kcal/mol
Main pair E_R converted: 25.3964 kJ/mol
Main pair value without cosine: 6.0850 kcal/mol
Main pair ratio E_R/E: 7.3663
Main pair curvature: 7.7587 kcal/mol/angstrom^2
Main pair dE_R/dr: -16.0918 kcal/mol/angstrom
E_R from chord over +/-0.1 angstrom: 6.1655 kcal/mol
Energy drop for 1 percent stretch: 0.0585 kcal/mol
First-order drop for 1 percent stretch: 0.0607 kcal/mol
Reflected pair E_R: -6.0699 kcal/mol
P...cis O distance: 3.8653 angstrom
P...cis O cosine: 0.6209
P...cis O E_R: 0.6358 kcal/mol
P...cis O value without cosine: 1.0241 kcal/mol
All-pair repulsion E: 5.2613 kcal/mol
All-pair E_R: 36.8036 kcal/mol
All-pair E_R converted: 153.9862 kJ/mol
Main pair attraction contribution: -2.8500 kcal/mol
All-pair attraction contribution: -27.0974 kcal/mol
Lowest all-pair E_R in azimuth scan: 36.8036 kcal/mol
Highest all-pair E_R in azimuth scan: 36.8060 kcal/mol
Ligand-arm bend constant, each: 100.0 kcal/mol/rad^2
All-pair E_R with arms relaxed: 25.8372 kcal/mol
Carbonyl bend constant, each: 50.0 kcal/mol/rad^2
All-pair E_R with cis CO relaxed: 18.9170 kcal/mol
Temperature: 350.0 K
Cr-P stretch force constant: 150.0 N/m
Cr-P rms displacement: 0.0586 angstrom
Vibrational mean all-pair E_R: 37.1894 kcal/mol
Vibrational spread of all-pair E_R: 5.4722 kcal/mol
\end{verbatim}
